\section*{Collimation of fixed-energy electrons by a thick rectangular tunnel barrier}

\section{The situation and the quantity sought}

A metal film on a semiconductor can be fed with hot electrons through a thin oxide. To enter the semiconductor over its barrier at a smooth interface, the electrons must satisfy two conditions: their energy must exceed the Schottky barrier, and their wavevector along the interface must match a state on the other side. The second condition makes the direction of the injected electrons matter. A metal electrode supplies electrons moving in all forward directions, but the oxide does not transmit them equally. We ask how narrow the transmitted beam is.

Let the barrier occupy $0<z<d$, with plane, uniform faces, so that the transverse wavevector $\mathbf k=(k_x,k_y)$ is conserved. Write $q=k_x^2+k_y^2$. The electrons have one total energy $E$, and the barrier lies a height $\varphi$ above it. The barrier has an isotropic effective mass $m_b$; both electrodes have isotropic mass $m$. At energy $E$ the full wavevector is $K_1$ in the emitter and $K_2$ in the collecting electrode, and $K$ denotes the smaller of the two. The normal decay constant is
\begin{equation}
\kappa_0=\frac{\sqrt{2m_b\varphi}}{\hbar}.
\label{kappa0}
\end{equation}
All incident states at $E$ are equally filled and mutually incoherent, and the collecting states are empty. The result to be shown is
\begin{equation}
\langle q\rangle\simeq\frac{\kappa_0}{d},\qquad
\kappa_0d\gg1,\qquad \frac{\kappa_0}{d}\ll K^2,
\label{law}
\end{equation}
where the mean is weighted by transmitted current. By symmetry each transverse component contributes $\kappa_0/(2d)$.

\section{The weight of each transverse wavevector}

A state with wavevector $(\mathbf k,k_z)$ brings a current proportional to its normal velocity $v_z=\hbar^{-1}\partial E/\partial k_z$. With two spins, the magnitude of the transmitted current density is
\begin{equation}
J=2e\int\frac{d^2k\,dk_z}{(2\pi)^3}\,v_z\,T .
\end{equation}
At fixed $\mathbf k$ we have $v_z\,dk_z=dE/\hbar$. The velocity therefore cancels the density of states for normal motion:
\begin{equation}
\frac{dJ}{dE}=\frac{e}{4\pi^3\hbar}\int d^2k\,T(E,q)
=\frac{e}{4\pi^2\hbar}\int_0^{K^2}dq\,T(E,q).
\label{current}
\end{equation}
The last form follows from $d^2k=2\pi k\,dk=\pi\,dq$. The upper limit is $K^2$ because a propagating state is needed on both sides. Thus
\begin{equation}
\langle q\rangle=\frac{\int_0^{K^2}q\,T\,dq}{\int_0^{K^2}T\,dq}.
\label{mean}
\end{equation}

If there is no barrier and the electrodes are identical, $T=1$ and $\langle q\rangle=K^2/2$. With $\sin^2\theta=q/K^2$, this is $\langle\sin^2\theta\rangle=1/2$. Any narrowing below this value comes from the dependence of $T$ on $q$.

\section{Transmission of the thick barrier}

Inside the barrier the wavefunction is $e^{i\mathbf k\cdot\mathbf r}\psi(z)$. Measured from the barrier top, the energy is $-\varphi$, so
\begin{equation}
-\frac{\hbar^2}{2m_b}\left(\psi''-q\psi\right)=-\varphi\psi,
\end{equation}
or $\psi''=\kappa^2\psi$ with
\begin{equation}
\kappa(q)=\sqrt{\kappa_0^2+q}.
\label{kappa}
\end{equation}
Transverse motion takes up energy $\hbar^2q/2m_b$ in the barrier, and the normal motion is short of the top by that much more. In $\kappa^2$ the mass cancels from this term.

To find $T$, write
\begin{equation}
\psi=
\begin{cases}
e^{ik_1z}+re^{-ik_1z},&z<0,\\
Ce^{-\kappa z}+De^{\kappa z},&0<z<d,\\
t\,e^{ik_2(z-d)},&z>d,
\end{cases}
\end{equation}
where $k_i^2=K_i^2-q$. Current conservation requires $\psi$ and $\psi'$ divided by the local mass to be continuous. Define $v_i=k_i/m$ and $w=\kappa/m_b$; a common factor $\hbar$ is omitted from both. At $z=d$,
\begin{align}
Ce^{-\kappa d}+De^{\kappa d}&=t,\\
w\left(-Ce^{-\kappa d}+De^{\kappa d}\right)&=iv_2t.
\end{align}
Dividing the second equation by $w$, then subtracting it from and adding it to the first, gives
\begin{equation}
C=\frac{t}{2}e^{\kappa d}\left(1-\frac{iv_2}{w}\right),\qquad
D=\frac{t}{2}e^{-\kappa d}\left(1+\frac{iv_2}{w}\right).
\label{CD}
\end{equation}
Hence $|D/C|=e^{-2\kappa d}$. At $z=0$,
\begin{equation}
1+r=C+D,\qquad iv_1(1-r)=-w(C-D).
\end{equation}
Dividing the second relation by $iv_1$ and adding the first eliminates $r$:
\begin{equation}
2=C\left(1+\frac{iw}{v_1}\right)+D\left(1-\frac{iw}{v_1}\right).
\end{equation}
For a thick barrier the $D$ term is negligible, so $C=2v_1/(v_1+iw)$. Equation \eqref{CD} then gives
\begin{equation}
t=\frac{4v_1w\,e^{-\kappa d}}{(v_1+iw)(w-iv_2)}.
\end{equation}
The transmission is the ratio of outgoing to incoming current, $T=(v_2/v_1)|t|^2$:
\begin{equation}
T=A_1A_2e^{-2\kappa d},\qquad
A_i=\frac{4v_iw}{v_i^2+w^2}.
\label{T}
\end{equation}

\section{The limiting law}

The exponent in \eqref{T} follows from the square-root series:
\begin{equation}
2d\sqrt{\kappa_0^2+q}
=2\kappa_0d+\frac{qd}{\kappa_0}-\frac{q^2d}{4\kappa_0^3}+\cdots .
\label{expand}
\end{equation}
The first term is common to all directions and cancels from \eqref{mean}. The second confines $q$ to values of order
\begin{equation}
\sigma=\frac{\kappa_0}{d}.
\end{equation}
For $q\sim\sigma$ the third term is of order $1/(\kappa_0d)$ and can be dropped at leading order. The factors $A_i$ vary little over this range if $\sigma$ is small compared with $\kappa_0^2$ and $K^2$. The upper limit can then be replaced by infinity. The neglected tail is governed by $e^{-2d[\kappa(K^2)-\kappa_0]}$, which reduces to $e^{-K^2/\sigma}$ when $K^2\ll\kappa_0^2$ and is exponentially small under the conditions of \eqref{law}. Therefore
\begin{equation}
\langle q\rangle\simeq
\frac{\int_0^\infty q\,e^{-q/\sigma}dq}
{\int_0^\infty e^{-q/\sigma}dq}
=\frac{\sigma^2}{\sigma}=\frac{\kappa_0}{d},
\end{equation}
which is \eqref{law}. The share of the current with transverse wavevector squared below $q$ is
\begin{equation}
P(q)=1-e^{-q/\sigma}.
\label{share}
\end{equation}

In an electrode of wavevector $K_i$ the angular spread is
\begin{equation}
\langle\sin^2\theta\rangle\simeq\frac{\kappa_0}{K_i^2d}.
\label{angle}
\end{equation}
Raising the barrier increases $\kappa_0$ and, at fixed thickness, broadens the beam. The reason is visible in \eqref{kappa}: $d\kappa/dq=1/(2\kappa)$, so a given transverse wavevector changes a large decay constant less than a small one.

Fixing the total energy is essential. Suppose instead that the normal energy in the emitter is fixed. The total energy then rises by $\hbar^2q/2m$, and the barrier height above it falls by the same amount. If $\varphi_z$ is the height at $q=0$, \eqref{kappa} becomes
\begin{equation}
\kappa^2=\frac{2m_b\varphi_z}{\hbar^2}+q\left(1-\frac{m_b}{m}\right).
\end{equation}
For equal masses the decay no longer depends on $q$, and the exponential does not collimate.

\section{The first correction}

An oxide a few nanometres thick is not deep in the limit, so the next order is useful. Near $q=0$ write $A_1A_2\propto1+bq$. With the third term of \eqref{expand}, the weight becomes
\begin{equation}
e^{-q/\sigma}(1+bq+cq^2),\qquad c=\frac{d}{4\kappa_0^3}.
\end{equation}
Both corrections are of order $1/d$ when $q\sim\sigma$; the omitted ones are of order $1/d^2$. Using $\int_0^\infty q^ne^{-q/\sigma}dq=n!\,\sigma^{n+1}$,
\begin{align}
\langle q\rangle
&=\sigma\,\frac{1+2b\sigma+6c\sigma^2}{1+b\sigma+2c\sigma^2}\nonumber\\
&\simeq\sigma\left(1+b\sigma+4c\sigma^2\right)
=\sigma\left(1+\frac1{\kappa_0d}+b\sigma\right).
\label{correction}
\end{align}
The last step uses $4c\sigma^2=(d/\kappa_0^3)(\kappa_0/d)^2$.

The slope $b$ is the derivative of $\ln A_1+\ln A_2$ at $q=0$. Since $v_i^2=(K_i^2-q)/m^2$ and $w^2=(\kappa_0^2+q)/m_b^2$,
\begin{equation}
\left.\frac{d\ln A_i}{dq}\right|_0
=-\frac1{2K_i^2}+\frac1{2\kappa_0^2}
-\frac{m_b^{-2}-m^{-2}}{K_i^2/m^2+\kappa_0^2/m_b^2}.
\end{equation}
Multiplying the last numerator and denominator by $m_b^2$, and setting $\mu=m_b/m$, gives
\begin{equation}
b=\sum_{i=1}^{2}\left[
\frac1{2\kappa_0^2}-\frac1{2K_i^2}
-\frac{1-\mu^2}{\mu^2K_i^2+\kappa_0^2}\right].
\label{b}
\end{equation}

\section{Two cases outside the law}

If the barrier is made vanishingly thin, there is no exponential selection. For identical electrodes with energy 11.7 eV above the band bottom, a transfer-matrix calculation at $d=0.001$ nm gives $\langle q\rangle/K^2=0.499$, close to the free-flux value $1/2$.

A different limit occurs when the barrier is thick, $\kappa_0d\gg1$, but the electrodes have so little kinetic energy that $K^2\ll\kappa_0/d$. Then $q\leq K^2$ is too small to change the exponential. For identical electrodes and comparable masses, $v\ll w$, so $A_i\simeq4v/w$ and $T\propto v^2\propto K^2-q$. Hence
\begin{equation}
\langle q\rangle
=\frac{\int_0^{K^2}q(K^2-q)\,dq}{\int_0^{K^2}(K^2-q)\,dq}
=\frac{K^6/6}{K^4/2}=\frac{K^2}{3}.
\end{equation}
The scale of the spread is now set by the available states and not by the decay in the barrier; the interface factors $A_i$ lower the free-flux value $K^2/2$ to $K^2/3$. This is why a large $\kappa_0d$ alone does not guarantee \eqref{law}.

\section{A barrier that is not flat}

For a slowly varying height $\varphi(z)$ that stays above the electron energy, the leading semiclassical exponent is $2\int_0^d\sqrt{\kappa_0(z)^2+q}\,dz$. Its derivative at $q=0$ is $\int_0^d dz/\kappa_0(z)$. The same exponential average therefore gives
\begin{equation}
\langle q\rangle\simeq
\left[\int_0^d\frac{dz}{\kappa_0(z)}\right]^{-1}.
\label{tilt}
\end{equation}
For a linear fall from $\varphi_1$ to $\varphi_2$, the required average is
\begin{equation}
\frac1d\int_0^d\frac{dz}{\sqrt{\varphi(z)}}
=\frac{2(\sqrt{\varphi_1}-\sqrt{\varphi_2})}{\varphi_1-\varphi_2}
=\frac2{\sqrt{\varphi_1}+\sqrt{\varphi_2}} .
\end{equation}
For 2 eV and 1 eV this is $0.828\ \mathrm{eV}^{-1/2}$. A flat barrier at the mean height, 1.5 eV, gives $0.816\ \mathrm{eV}^{-1/2}$. At leading order the flat model thus overestimates $\langle q\rangle$ by about 1.5\% relative to the tilted barrier. A transfer-matrix test with this fall spread over 40 nm agreed with \eqref{tilt} to within 2\%.

\section{A hot-electron injector on silicon}

Consider an aluminium emitter, an aluminium-oxide barrier, and a thin aluminium base on n-type silicon (001). The following are rough typical values. The oxide is 2.0 nm thick with $m_b=0.40m$, where $m$ is the free-electron mass. A bias of 1.0 V lowers the barrier from 2.0 eV at the emitter to 1.0 eV at the base, and the model uses the mean, 1.5 eV. Electrons start at the emitter Fermi level, which the model places 11.7 eV above its band bottom, and have 12.7 eV in the base.

With $2m/\hbar^2=26.25\ \mathrm{eV^{-1}\,nm^{-2}}$,
\begin{align}
\kappa_0&=\sqrt{26.25\times0.40\times1.5}
=3.97\ \mathrm{nm^{-1}},\\
\langle q\rangle_{\rm law}&=\frac{3.97}{2.0}
=1.98\ \mathrm{nm^{-2}} .
\end{align}
Here $\kappa_0d=7.94$, while $K_1^2=307\ \mathrm{nm^{-2}}$ and $K_2^2=333\ \mathrm{nm^{-2}}$. Both conditions in \eqref{law} hold, the first only moderately well. Equation \eqref{b} gives $b=0.0353\ \mathrm{nm^2}$, so \eqref{correction} becomes
\begin{equation}
\langle q\rangle\simeq1.98\,(1+0.126+0.070)
=2.37\ \mathrm{nm^{-2}} .
\end{equation}
The transfer matrix for the same flat barrier gives $2.38\ \mathrm{nm^{-2}}$. Its ratio to the limiting law changes with thickness as follows, with height, masses and electrode energies held fixed:
\begin{center}
\begin{tabular}{c|cccccc}
$d$ (nm)&1&2&4&8&16&32\\ \hline
$\langle q\rangle d/\kappa_0$&1.380&1.197&1.099&1.049&1.025&1.012
\end{tabular}
\end{center}
The excess over unity roughly halves at each doubling, as \eqref{correction} requires. Extrapolating the two thickest cases gives 1.556 for the coefficient of $1/(\kappa_0d)$; the formula $1+b\kappa_0^2$ gives 1.555.

In the base, \eqref{angle} gives a root-mean-square sine of $\sqrt{1.98/333}=0.077$, or an angle of $4.4^\circ$. The transfer-matrix mean gives $4.8^\circ$. The corresponding angle for an uncollimated flux is $45^\circ$.

\subsection*{What silicon accepts}

Take a Schottky barrier of 0.7 eV. An electron at the emitter Fermi level reaches silicon with 0.3 eV to spare. The two valleys along the surface normal are centred at $\mathbf k=0$ and have transverse mass $0.19m$. Transverse motion must not use up the spare energy, so
\begin{equation}
q<26.25\times0.19\times0.3=1.50\ \mathrm{nm^{-2}} .
\label{accept}
\end{equation}
Equation \eqref{share} gives an accepted share of $1-e^{-1.50/1.98}=53\%$; the full transmission gives 48\%. For a directionally random flux in the base at the same energy, these two valleys accept only $1.50/333=0.45\%$. Collimation thus raises the share of these two valleys by a factor of about one hundred; the gain in total acceptance is smaller, as shown below. These are kinematic shares: they assume conserved $\mathbf k$ in the base and at its interface, and omit quantum reflection there.

The other four valleys lie far from $\mathbf k=0$. Along the interface their centres are at $0.85\times2\pi/a$; the model takes a lattice constant $a=0.543$ nm and a longitudinal mass $0.92m$. The nearest edge of their allowed region is then at $0.85\times2\pi/0.543-\sqrt{26.25\times0.92\times0.3}=7.14\ \mathrm{nm^{-1}}$, where the oxide transmits $6.6\times10^{-8}$ as much as at normal incidence. For the collimated beam they contribute negligibly while $\mathbf k$ is conserved. A random flux does reach them, since their far edge at $12.5\ \mathrm{nm^{-1}}$ lies inside $K_2=18.3\ \mathrm{nm^{-1}}$. Each allows an ellipse of area $\pi\times26.25\times0.3\sqrt{0.92\times0.19}=\pi\times3.29\ \mathrm{nm^{-2}}$, so the four accept $4\times3.29/333=4.0\%$. With all six valleys the random share is 4.4\%, and collimation raises the accepted share by a factor of about eleven. If $\mathbf k$ is conserved only up to a reciprocal vector of the silicon surface, the random share is larger still and the gain smaller.

\subsection*{How a real junction differs}

The field, $1\ \mathrm V/2\ \mathrm{nm}=5$ MV/cm, is half a rough breakdown strength of 10 MV/cm. Relative to the flat-barrier transfer-matrix mean, the tilt changes $\langle q\rangle$ by $-0.3\%$, and tilt with image force by $-1.6\%$ for an optical permittivity of 3 and an image potential cut off at the emitter band bottom. The last figure depends on the cutoff: a shallower one can make the reduction several per cent. Two-band decay in an oxide with a 6.5 eV gap multiplies $\kappa_0$ by $\sqrt{1-1.5/6.5}$, which lowers $\kappa_0/d$ by 12\% if $m_b$ is the band-edge mass. Thickness variation matters more. For wide terraces with a Gaussian thickness spread of 0.2 nm, $\langle q\rangle$ rises by 28\%, because the thin places carry extra current and collimate less. The aluminium is treated as a free-electron metal, and the effect of its real bands is not estimated. Nor is scattering inside the oxide, which is usually amorphous: disorder there can change the transverse wavevector and weaken the collimation.

The accepted share is more sensitive than the beam width to the emitter's energy spread. Since $d(2\kappa_0d)/d\varphi=\kappa_0d/\varphi$, the exponential falls by roughly a factor $e$ over $1.5/7.94=0.19$ eV below the Fermi level. This is comparable with the spare 0.3 eV. Averaging over filled states raises $\langle q\rangle$ by only 5\%, but cuts the accepted share from 48\% to 23\% at 0 K and 24\% at 300 K: electrons of lower energy have a smaller allowed $q$, and those more than 0.3 eV down cannot pass over the Schottky barrier. In the other direction, silicon nonparabolicity of $0.5\ \mathrm{eV^{-1}}$ raises the fixed-energy share from 48\% to 53\%.

Scattering in the base breaks the conservation of $\mathbf k$. For a 5 nm base and a rough mean free path of 10 nm, $e^{-5/10}=61\%$ of normally moving electrons cross unscattered. If the scattered electrons are counted as lost, the 300 K share for an oxide of uniform thickness falls to about $0.24\times0.61=15\%$; thickness variation lowers it further. The benefit of a narrow beam leaving the oxide therefore shrinks as the base thickens, and it relies on a silicon interface that preserves the transverse wavevector.

\section*{Values computed for the example and the checks}
\begin{verbatim}
oxide thickness: 2.0 nm
bias: 1.0 V
barrier, emitter side: 2.0 eV
barrier, base side: 1.0 eV
model barrier height: 1.5 eV
oxide mass / electron mass: 0.40
emitter Fermi energy: 11.7 eV
electron energy in base: 12.7 eV
2m/hbar^2: 26.247 1/(eV nm^2)
kappa0: 3.968 1/nm
kappa0*d: 7.94
emitter K^2: 307.1 1/nm^2
base K^2: 333.3 1/nm^2
<k^2>, law: 1.984 1/nm^2
<k^2>, first correction: 2.373 1/nm^2
<k^2>, transfer matrix: 2.375 1/nm^2
interface slope b: 0.0353 nm^2
correction coefficient, formula: 1.555
correction coefficient, numerical: 1.556
d = 1 nm: <k^2>/(kappa0/d) = 1.3801
d = 2 nm: <k^2>/(kappa0/d) = 1.1970
d = 4 nm: <k^2>/(kappa0/d) = 1.0988
d = 8 nm: <k^2>/(kappa0/d) = 1.0493
d = 16 nm: <k^2>/(kappa0/d) = 1.0246
d = 32 nm: <k^2>/(kappa0/d) = 1.0123
vanishing barrier <k^2>/K^2: 0.499
rms-sine angle in base, law: 4.42 deg
rms-sine angle in base, matrix: 4.84 deg
Schottky barrier: 0.7 eV
energy above Schottky barrier: 0.3 eV
silicon transverse mass: 0.19
silicon limit on k^2: 1.496 1/nm^2
accepted share, law: 53.0 %
accepted share, matrix: 47.9 %
accepted share, random flux: 0.45 %
tilt changes <k^2>: -0.3 %
optical permittivity of oxide: 3.0
tilt+image change <k^2>: -1.6 %
energy spread, 0 K, <k^2>: +5.0 %
energy spread, 300 K, <k^2>: +4.7 %
accepted share, spread 0 K: 23.0 %
accepted share, spread 300 K: 24.1 %
rms oxide roughness: 0.2 nm
roughness changes <k^2>: +27.6 %
oxide gap: 6.5 eV
two-band decay changes kappa0/d: -12.3 %
nonparabolicity: 0.5 1/eV
accepted share, nonparabolic: 52.7 %
nearest off-normal valley edge: 7.14 1/nm
T there / T at k=0: 6.6e-08
base width: 5 nm
mean free path in base: 10 nm
unscattered share in base: 61 %
oxide field: 5.0 MV/cm
rough breakdown field: 10 MV/cm
\end{verbatim}
